# Wagner's Oxide Growth Constant from Metal and Oxygen Self-Diffusivities, part 1

(Sections cited here and not found follow in the second part.)

## Part I. From one moving ion to the conductivity formula

### 1. A case simple enough to see through

An oxide MO, built of M²⁺ and O²⁻ ions, covers a metal. The metal lies at \(x=0\) and the oxygen gas at \(x=X\). Suppose that oxygen ions do not move and that metal ions move by jumping into vacant metal sites. Let \(\delta\) be the fraction of metal sites that are vacant, and let \(V\) be the volume of one formula unit, so that there are \(\delta/V\) vacancies per volume. A missing M²⁺ leaves an effective charge \(-2e\), which two electron holes balance. Their concentration is \(2\delta/V\).

Each interface is in equilibrium with its surroundings, which fixes \(\delta\) at \(\delta_{\rm in}\) on the metal side and at a larger \(\delta_{\rm out}\) on the gas side. Vacancies therefore diffuse inward and metal ions move outward.

The vacancies do not diffuse alone, because charge must not pile up. Let a prime denote \(d/dx\), let \(\phi\) be the electric potential, and put \(F=e\phi'/k_BT\). A species of charge \(ze\), concentration \(c\) and diffusivity \(D\) has the flux \(-D(c'+zcF)\). For vacancies (\(z=-2\)) and holes (\(z=+1\)),

\[
j_V=-\frac{D_V}{V}(\delta'-2\delta F),\qquad
j_h=-\frac{D_h}{V}(2\delta'+2\delta F).
\]

No net current flows, so \(-2j_V+j_h=0\). Inserting the fluxes and dividing by \(-2/V\) gives

\[
D_h(\delta'+\delta F)=D_V(\delta'-2\delta F)
\quad\Rightarrow\quad
\delta F=-\frac{D_h-D_V}{D_h+2D_V}\,\delta' .
\]

The bracket in the vacancy flux becomes

\[
\delta'-2\delta F=\frac{(D_h+2D_V)+2(D_h-D_V)}{D_h+2D_V}\,\delta'
=\frac{3D_h}{D_h+2D_V}\,\delta' .
\]

The fraction \(D_h/(D_h+2D_V)\) has a simple meaning. Conductivity goes as charge squared times concentration times diffusivity, so holes contribute in proportion to \(2\delta D_h\) and vacancies to \(4\delta D_V\). The share of the holes is

\[
t_e=\frac{2\delta D_h}{2\delta D_h+4\delta D_V}=\frac{D_h}{D_h+2D_V},
\]

the electronic transference number. The vacancy-hole pair thus diffuses with

\[
\tilde D=3\,t_e D_V .
\tag{1}
\]

When holes are fast, \(t_e\to1\) and \(\tilde D=3D_V\). One part of the three comes from the vacancies' own gradient. The other two come from the field: the holes try to run ahead inward, and the field that restrains them pulls the negative vacancies along.

In a steady profile \(\delta'=(\delta_{\rm out}-\delta_{\rm in})/X\). The outward flux of metal ions is \(-j_V=\tilde D\delta'/V\), and each arriving ion makes one formula unit with oxygen from the gas. The thickness obeys

\[
\frac{dX}{dt}=\frac{k}{X},\qquad k=\tilde D\,(\delta_{\rm out}-\delta_{\rm in}).
\tag{2}
\]

This defines the rate constant used here. For a scale that starts at zero thickness it gives \(X^2=2kt\). The other convention, \(X^2=k't\), has \(k'=2k\).

### 2. Is the steady profile good enough?

Equation (2) leaves out two things. The growing scale must be filled with vacancies, and new oxide at the gas face needs \(1-\delta_{\rm out}\) metal ions per oxygen ion, not one. Both can be sized while \(\tilde D\) is taken as constant.

For parabolic growth let the profile depend on \(\xi=x/X(t)\) alone. At fixed \(x\), \(\partial\delta/\partial t=-\xi(\dot X/X)\,d\delta/d\xi\). With \(k=X\dot X\), the diffusion equation and the balance at the gas face become

\[
\tilde D\frac{d^2\delta}{d\xi^2}+k\,\xi\frac{d\delta}{d\xi}=0,
\qquad
k(1-\delta_{\rm out})=\tilde D\left.\frac{d\delta}{d\xi}\right|_{\xi=1}.
\]

The first equation gives \(d\delta/d\xi=C\,e^{-k\xi^2/2\tilde D}\). Let \(\Delta\delta=\delta_{\rm out}-\delta_{\rm in}\). For small \(k/\tilde D\), integration from 0 to 1 gives \(\Delta\delta=C(1-k/6\tilde D)\), and the slope at the gas face is

\[
C\left(1-\frac{k}{2\tilde D}\right)=\Delta\delta\left(1-\frac{k}{3\tilde D}\right)
\]

to first order. Since \(k/\tilde D\approx\Delta\delta\) in the small term, the balance at the face yields

\[
\frac{k}{\tilde D\,\Delta\delta}=1+\delta_{\rm out}-\frac{\Delta\delta}{3}+\dots
\tag{3}
\]

The deficit of metal in new oxide speeds growth, and the storage of vacancies slows it. I tested (3) by following a growing scale in time from a profile that was not steady: \(\delta=\delta_{\rm in}\) everywhere except at the gas face. With \(\delta\) running from 0.004 to 0.05, the rate constant settled 3.60 % above \(\tilde D\Delta\delta\), where (3) predicts 3.47 %. The remainder is of second order in \(\delta\). For vacancy fractions near \(10^{-4}\) the correction is of the order of 0.01 %, and the steady profile is safe. Other effects of order \(\delta\), such as a composition dependence of \(\tilde D\), are not contained in (3).

### 3. The same result written with oxygen pressure

Vacancy fractions are awkward to measure, whereas diffusivities can be followed with tracers at a known oxygen pressure \(p\). A vacancy and two holes are made when half an oxygen molecule joins the crystal and opens a new metal site. Mass action for dilute, ideal defects gives

\[
\delta\,(2\delta)^2=K p^{1/2}\quad\Rightarrow\quad \delta\propto p^{1/6},
\qquad d\delta=\tfrac16\,\delta\; d\ln p .
\tag{4}
\]

With \(t_e=1\), equation (2) becomes

\[
k=3D_V\int d\delta=\frac12\int_{p_{\rm in}}^{p_{\rm out}} D_V\,\delta\; d\ln p .
\tag{5}
\]

The three of pair diffusion and the six of mass action have combined into one half, which no longer shows the charge of the defect. The product \(D_V\delta\) is, for small \(\delta\), the diffusivity that describes how metal ions respond to a force, since an ion can jump when a vacancy is beside it.

Equation (5) suggests a general law and leaves three questions. What happens when oxygen moves too? What number multiplies the metal term in M₂O₃ or MO₂? And how is \(D_V\delta\) related to the diffusivity of a tracer? The first two need a derivation that does not name the defects.

### 4. General stoichiometry: the driving forces

Take an oxide M\(_a\)O\(_b\) with O²⁻ ions and metal ions of charge \(ze\). Neutrality of the formula unit requires \(az=2b\). Let \(\mu_M\) and \(\mu_O\) be the chemical potentials of neutral metal and oxygen atoms, and let \(\eta_M,\eta_O,\eta_e\) be the electrochemical potentials of the metal ions, oxygen ions and electrons. Each \(\eta_i\) includes the electrostatic energy of its charge. Local equilibrium of ionization means

\[
\mu_M=\eta_M+z\,\eta_e,\qquad \mu_O=\eta_O-2\eta_e .
\tag{6}
\]

A metal atom is an ion plus \(z\) electrons; an oxygen atom is an ion less two electrons.

The two neutral potentials are not independent. At fixed temperature and total pressure, and for a composition that stays close to M\(_a\)O\(_b\), the Gibbs-Duhem relation is

\[
a\,\nabla\mu_M+b\,\nabla\mu_O=0
\quad\Rightarrow\quad
\nabla\mu_M=-\frac ba\nabla\mu_O=-\frac z2\nabla\mu_O .
\tag{7}
\]

Write \(G=\nabla\mu_O\), which points outward, and \(g=\nabla\eta_e\). Equations (6) and (7) give

\[
\nabla\eta_M=-z\left(\tfrac12G+g\right),\qquad
\nabla\eta_O=2\left(\tfrac12G+g\right).
\tag{8}
\]

The same combination drives both ions, with opposite signs.

### 5. Fluxes at zero current

I assume that each species responds to its own gradient alone, \(j_i=-L_i\nabla\eta_i\). In a uniform material with electric field \(E\), \(\nabla\eta_i=-z_ieE\), so the current density is \(z_iej_i=z_i^2e^2L_iE\). The partial conductivity is therefore \(\sigma_i=z_i^2e^2L_i\), and

\[
j_i=-\frac{\sigma_i}{z_i^2e^2}\nabla\eta_i .
\]

With (8), the three current densities are

\[
zej_M=\frac{\sigma_M}{e}\left(\tfrac12G+g\right),\quad
-2ej_O=\frac{\sigma_O}{e}\left(\tfrac12G+g\right),\quad
-ej_e=\frac{\sigma_e}{e}\,g .
\]

Metal ions going out and oxygen ions going in carry current of the same sign; the electrons must cancel it. Setting the sum to zero, with \(t_e=\sigma_e/(\sigma_M+\sigma_O+\sigma_e)\), gives

\[
g=-\tfrac12(1-t_e)G,\qquad \tfrac12G+g=\tfrac12t_eG .
\]

Dividing the ionic currents by their charges gives the fluxes:

\[
j_M=\frac{t_e\sigma_M}{2ze^2}\nabla\mu_O,\qquad
j_O=-\frac{t_e\sigma_O}{4e^2}\nabla\mu_O .
\tag{9}
\]

### 6. Counting the oxide that forms

Choose a plane inside the scale that moves with the local lattice. All metal outside the plane has crossed it, so formula units appear outside at the rate \(j_M/a\) per area. All oxygen inside the plane has crossed it the other way, so they appear inside at the rate \(-j_O/b\). The total is

\[
R=\frac{j_M}{a}-\frac{j_O}{b}
=\frac{t_e}{e^2}\left(\frac{\sigma_M}{2za}+\frac{\sigma_O}{4b}\right)\nabla\mu_O
=\frac{t_e(\sigma_M+\sigma_O)}{4b\,e^2}\nabla\mu_O ,
\tag{10}
\]

where \(za=2b\) made the two denominators equal.

The total growth rate cannot depend on which plane was chosen, so \(R\) is the same throughout the scale if changes of stored composition are neglected. The separate fluxes need not be uniform. Where the balance between metal and oxygen transport shifts with position, formula units are created or removed inside the scale, and the crystal needs places where lattice sites can appear or vanish.

Since \(R\) is uniform, integrating (10) over the thickness gives \(RX\) on the left. With \(dX/dt=VR=k/X\),

\[
k=\frac{V}{4b\,e^2}\int_{\rm metal}^{\rm gas} t_e\,(\sigma_M+\sigma_O)\,d\mu_O .
\tag{11}
\]

This is Wagner's conductivity formula in the present convention.

### 7. Limits of the conductivity formula

The integrand contains \(t_e(\sigma_M+\sigma_O)=\sigma_e\sigma_{\rm ion}/(\sigma_e+\sigma_{\rm ion})\), with \(\sigma_{\rm ion}=\sigma_M+\sigma_O\). It is the conductance of two resistors in series, so the poorer conductor controls growth. If electrons are fast it tends to \(\sigma_{\rm ion}\). If they are blocked it tends to \(\sigma_e\), and ionic diffusivities drop out of the rate.

For the opening case, vacancies of charge \(-2e\) give \(\sigma_M=4e^2D_V\delta/(Vk_BT)\). With \(b=1\) and \(d\mu_O=\frac12k_BT\,d\ln p\), equation (11) becomes \(\frac12\int t_eD_V\delta\,d\ln p\). This is (5) again, now with the factor \(t_e\) found in (1).

The assumption of independent responses can be relaxed in one direction. Add a coupling \(L_{Me}\), so that \(j_M\) gains the term \(-L_{Me}\nabla\eta_e\). If \(L_{Me}\) is held fixed while the electronic coefficient \(L_e\) becomes very large, zero current forces \(\nabla\eta_e\) to be small in proportion to \(1/L_e\), and the added term vanishes. For a good electronic conductor the coupling is therefore harmless as long as \(L_{Me}^2\ll L_ML_e\), where \(L_M\) is the coefficient of the metal ions; for comparable conductivities it can matter.

## Part II. From conductivities to tracer diffusivities

### 8. What is carried over

The oxide is M\(_a\)O\(_b\), with metal charge \(z=2b/a\) and volume \(V\) per formula unit. The growth constant is defined by \(dX/dt=k/X\), and \(t_e\) is the electronic share of the conductivity. Part I gave

\[
k=\frac{V}{4b\,e^2}\int t_e(\sigma_M+\sigma_O)\,d\mu_O ,
\]

with the integral running from the metal side to the gas side. For MO with doubly charged metal vacancies of site fraction \(\delta\propto p^{1/6}\), vacancy diffusivity \(D_V\) and fast holes, it reduces to \(k=3D_V(\delta_{\rm out}-\delta_{\rm in})\). What remains is to replace each \(\sigma_i\) by a diffusivity that tracers can measure.

### 9. Conductivity and the diffusivity of response

Let a force \(f_x\) act on ions that jump by displacements \(\mathbf s\), each at rate \(\Gamma\). The force lowers the barrier ahead by \(f_xs_x/2\) and raises the one behind, so the rate becomes \(\Gamma e^{f_xs_x/2k_BT}\). To first order in the force the drift velocity is

\[
v=\sum_{\mathbf s}s_x\Gamma\left(1+\frac{f_xs_x}{2k_BT}\right)
=\frac{f_x}{k_BT}\cdot\frac12\sum_{\mathbf s}\Gamma s_x^2=\frac{D_\sigma}{k_BT}f_x ,
\tag{12}
\]

because the term without the force cancels between opposite jumps. This defines the response diffusivity \(D_\sigma\). For ions that move by vacancies, \(\Gamma\) includes the chance that a vacancy is present, and \(D_\sigma=D_V\delta\) for small \(\delta\).

With force \(z_ieE\) and concentration \(c_i\), the current density is \(c_iz_iev\), so

\[
\sigma_i=\frac{c_iz_i^2e^2D_{\sigma,i}}{k_BT},\qquad
c_M=\frac aV,\quad c_O=\frac bV .
\tag{13}
\]

### 10. Where the stoichiometry goes

Oxygen atoms in the oxide are in equilibrium with a gas of O₂ molecules, so \(\mu_O=\frac12\mu_{O_2}\), and for an ideal gas \(d\mu_O=\frac12k_BT\,d\ln p\). Put (13) into Wagner's formula. The metal part carries the factor

\[
\frac{V}{4be^2}\cdot\frac aV\cdot\frac{z^2e^2}{k_BT}\cdot\frac{k_BT}{2}
=\frac12\,\frac{az^2}{4b}
=\frac12\,\frac{a}{4b}\,\frac{4b^2}{a^2}
=\frac12\,\frac ba ,
\]

and the oxygen part carries

\[
\frac{V}{4be^2}\cdot\frac bV\cdot\frac{4e^2}{k_BT}\cdot\frac{k_BT}{2}=\frac12 .
\]

Therefore

\[
k=\frac12\int_{p_{\rm in}}^{p_{\rm out}}t_e\left[\frac ba D_{\sigma,M}+D_{\sigma,O}\right]d\ln p .
\tag{14}
\]

The weight \(b/a\) is \(\frac12\) for M₂O, 1 for MO, \(\frac32\) for M₂O₃ and 2 for MO₂. It comes from the Gibbs-Duhem relation. A given gradient of \(\mu_O\) corresponds to a gradient of \(\mu_M\) that is \(b/a\) times as large. The concentration \(a/V\) of metal ions does not leave a further factor, because \(a\) of them are needed for each formula unit.

I tested (14) locally by solving the equations of local equilibrium, Gibbs-Duhem and zero current as a linear system. In units with \(k_BT=e=V=1\) and \(\nabla\mu_O=1\), I took \(D_{\sigma,M}=0.7\), \(D_{\sigma,O}=0.4\) and \(\sigma_e=5\), so that ions and electrons both matter. For the four stoichiometries named above, the growth rate agreed with \(t_e[(b/a)D_{\sigma,M}+D_{\sigma,O}]\) to rounding error. For M₂O₃ with fast electrons and immobile oxygen, the direct solution gave the weight 1.5000.

Equation (14) now gives the growth constant in terms of the diffusivities that describe how metal and oxygen ions respond to a force. It remains to relate these to tracer diffusivities, and then to work through an example and examine the limits of the result.
